\section*{Two-Photon Annihilation Shift and Width of Parapositronium S Levels, part 2}

The electron and positron in parapositronium can annihilate into two virtual or real photons, which turn back into the pair. We seek the resulting shift $\Delta E$ of an $n\,^1S_0$ level. Conventions are $\hbar=c=1$, $e^2=4\pi\alpha$, metric $(+,-,-,-)$, Feynman gauge, and states normalised to $2E$ per particle; $m$ is the electron mass.

The amplitude $\mathcal M$ for $e^-e^+\to\gamma\gamma\to e^-e^+$, the sum of the box and crossed box, acts as a contact potential $V(\mathbf r)=\tilde V\delta^3(\mathbf r)$ with $\tilde V=-\mathcal M/4m^2$. With $\psi_n$ the Coulomb state and $a=2/(m\alpha)$,
\begin{equation}
\Delta E=-\frac{\mathcal M}{4m^2}\,|\psi_n(0)|^2,\qquad |\psi_n(0)|^2=\frac{1}{\pi a^3n^3}=\frac{m^3\alpha^3}{8\pi n^3}.
\label{born}
\end{equation}

$\mathcal M$ is taken at threshold, with both fermions at rest, $p=(m,\mathbf 0)$. The error is of relative order $\alpha$, assuming that the real part of $\mathcal M$ has no term linear in $|\mathbf p|/m$; the share of $\psi(0)$ from momenta above $m$ is $2\alpha/\pi$.

Photons 1 and 2 carry $p+q$ and $p-q$, and $D_\pm=(p\pm q)^2$. The internal fermion has denominator $q^2-m^2$. The spinor factor $T^{\mu\nu}$ of the annihilation side, summed over both photon orderings, is
\begin{equation}
T^{ij}=-4im\,\epsilon^{ijk}q^k\,\eta^\dagger\xi,\qquad T^{0\nu}=T^{\mu0}=0 .
\label{T}
\end{equation}
Here $\xi$ and $\eta$ are the two-component electron and positron spinors. The factor $\eta^\dagger\xi$ is $-\sqrt2$ for the singlet and zero for the triplet, which is therefore not shifted. With $\tilde T$ the corresponding factor of the creation side, $\tilde T_{\mu\nu}T^{\mu\nu}=64m^2\mathbf q^2$ for the singlet, and
\begin{equation}
i\mathcal M=32e^4m^2I,\qquad I=\int\!\frac{d^4q}{(2\pi)^4}\,\frac{\mathbf q^2}{(q^2-m^2)^2D_+D_-}.
\label{I}
\end{equation}
Every denominator carries $+i0$. "The program" is the numerical check whose output is listed at the end.

\section{The loop integral}

\emph{Q:} A box integral at threshold could diverge at either end, and it has four denominators. Is it finite, and can it be done in closed form?

\emph{A:} At large $q$ the integrand falls as $q^{-6}$ against $d^4q$, which converges. When photon 1 is soft, $k=p+q\to0$, one has $D_+=k^2$, $q^2-m^2=k^2-2mk^0$, $D_-\to4m^2$ and numerator $\mathbf k^2$; for $k^0$ of order $|\mathbf k|$ the integrand scales as $k^{-2}$. Near $k^0=0$ the fermion denominator is smaller. With $k^0$ rotated to the imaginary axis, which meets no pole near $k=0$, the integrand is of order $|\mathbf k|^{-4}$ in a strip of width $|k^0|\sim\mathbf k^2/m$. The strip therefore contributes at most of order $|\mathbf k|^{-2}$ to the $k^0$ integral, and even with this bound $d^3k$ converges. The same holds for photon 2. No regulator is needed.

The closed form follows from the kinematics. With $D_\pm=q^2+m^2\pm2mq^0$,
\begin{align}
D_+D_-&=(q^2+m^2)^2-4m^2(q^0)^2,\\
(q^2-m^2)^2-D_+D_-&=-4m^2q^2+4m^2(q^0)^2=4m^2\mathbf q^2 .
\end{align}
The numerator is a difference of the denominators, so
\begin{equation}
I=\frac{1}{4m^2}\int\!\frac{d^4q}{(2\pi)^4}\left[\frac{1}{D_+D_-}-\frac{1}{(q^2-m^2)^2}\right]\equiv\frac{iL}{64\pi^2m^2}.
\label{split}
\end{equation}
The identity needs $p^2=m^2$ with the same $m$ as in the internal fermion line, which holds at threshold.

\emph{Q:} A convergent integral has been split into two logarithmically divergent ones. A finite constant could be lost in that.

\emph{A:} It could be lost if the two terms were cut off differently, so I keep them under one integral over $\omega=|\mathbf q|$. Set $m=1$, $E=\sqrt{1+\omega^2}$, and do the $q^0$ integral first; at fixed $\omega$ each term falls as $(q^0)^{-4}$. Closing below gives $\int dq^0/2\pi=-i\sum\mathrm{Res}$. The $+i0$ prescription amounts to $\omega\to\omega-i0$ and $E\to E-i0$, so the poles in the lower half plane are $q^0=\omega-1$, $q^0=\omega+1$ and $q^0=E$.

At $q^0=\omega-1$, $D_+=(q^0+1-\omega)(q^0+1+\omega)$ contributes $1/2\omega$ and $D_-=(\omega-2)^2-\omega^2=4(1-\omega)$. At $q^0=\omega+1$, $D_-$ contributes $1/2\omega$ and $D_+=(\omega+2)^2-\omega^2=4(1+\omega)$. The photon term therefore has
\begin{equation}
\sum\mathrm{Res}=\frac{1}{8\omega}\left[\frac{1}{1-\omega}+\frac{1}{1+\omega}\right]=\frac{1}{4\omega\,(1-\omega^2+i0)} .
\end{equation}
The term $1/(q^0-E)^2(q^0+E)^2$ has a double pole with residue $\frac{d}{dq^0}(q^0+E)^{-2}=-2/(2E)^3=-1/4E^3$, and it enters with a minus sign. With $d^3q/(2\pi)^3=\omega^2d\omega/2\pi^2$,
\begin{align}
I&=\frac14\cdot\frac{-i}{2\pi^2}\int_0^\infty\!\omega^2d\omega\left[\frac{1}{4\omega(1-\omega^2+i0)}+\frac{1}{4E^3}\right],\\
L&=\frac{64\pi^2}{i}I=2\int_0^\infty\!d\omega\left[\frac{\omega}{\omega^2-1-i0}-\frac{\omega^2}{(1+\omega^2)^{3/2}}\right].
\label{Lint}
\end{align}
The $1/\omega$ tails cancel and the bracket falls as $\omega^{-3}$. With a common upper limit $\Lambda$, the substitution $s=\omega^2$ in the first term and $\omega=\sinh t$ in the second gives
\begin{align}
\frac12\int_0^{\Lambda^2}\!\frac{ds}{s-1-i0}&=\frac12\left[\ln(\Lambda^2-1)-\ln(-1-i0)\right]\to\ln\Lambda+\frac{i\pi}{2},\\
\int_0^{t_\Lambda}\!\tanh^2t\,dt&=t_\Lambda-\tanh t_\Lambda\to\ln2\Lambda-1,
\end{align}
where $\ln(-1-i0)=-i\pi$ and $t_\Lambda=\sinh^{-1}\Lambda\to\ln2\Lambda$. The cutoff cancels in the difference:
\begin{equation}
L=2-2\ln2+i\pi .
\label{L}
\end{equation}
The program tests this without the split. It takes residues of the integrand of (\ref{I}) as it stands, checks them against quadrature along real $q^0$ at complex $\omega$, and integrates along $\omega=te^{-i\pi/4}$, a ray that passes below the pole at $\omega=1+i0$. The result is $0.613706+3.141593\,i$.

\emph{Q:} That route singles out a frame. Does a covariant evaluation agree?

\emph{A:} It does. Treat (\ref{split}) as a function of $p^2$ in the photon term, with $m$ fixed in the other term. For spacelike $p$, $p^2=-p_E^2$, the Wick rotation $d^4q=i\,d^4q_E$ meets no pole, and comparison with the definition of $L$ gives
\begin{equation}
L(p_E^2)=\int\!\frac{d^4q_E}{\pi^2}\left[\frac{1}{(q+p)_E^2(q-p)_E^2}-\frac{1}{(q_E^2+m^2)^2}\right].
\end{equation}
Use $1/AB=\int_0^1dx\,[xA+(1-x)B]^{-2}$, where $x(q+p)^2+(1-x)(q-p)^2=\ell^2+\Delta$, $\ell=q+(2x-1)p$ and $\Delta=p_E^2-(2x-1)^2p_E^2=4x(1-x)p_E^2$. Shifting $q\to\ell$ in this term alone changes a region of volume of order $p\Lambda^3$ at the cutoff, where the integrand is $\Lambda^{-4}$, so the surface term vanishes as $\Lambda\to\infty$. With $d^4\ell=\pi^2s\,ds$, $s=\ell^2$, and $\int_0^Ss\,ds/(s+\Delta)^2\to\ln(S/\Delta)-1$,
\begin{equation}
L(p_E^2)=-\int_0^1\!dx\,\ln\frac{4x(1-x)p_E^2}{m^2}=2-\ln\frac{4p_E^2}{m^2},
\end{equation}
because $\int_0^1\ln x\,dx=-1$ occurs twice. Direct four-dimensional quadrature without any shift confirms this at $p_E/m=0.6$, $1.0$ and $2.5$. The $+i0$ of the photon propagators turns $\Delta$ into $\Delta-i0$, so the continuation is $p_E^2\to-m^2-i0$, and $2-\ln(-4-i0)=2-2\ln2+i\pi$. The $\ln2$ and the $i\pi$ come from the modulus and the phase of the argument of one logarithm, taken on the two-photon cut at total energy $2m$.

\section{The shift and the width}

\emph{Q:} Then what is the shift?

\emph{A:} From (\ref{I}) and (\ref{split}), $\mathcal M=32e^4L/64\pi^2=e^4L/2\pi^2=8\alpha^2L$, using $e^4=16\pi^2\alpha^2$. Inserting this in (\ref{born}),
\begin{equation}
\Delta E=-\frac{8\alpha^2L}{4m^2}\cdot\frac{m^3\alpha^3}{8\pi n^3}=-\frac{m\alpha^5}{4\pi n^3}L=\frac{m\alpha^5}{2\pi n^3}\left(\ln2-1-\frac{i\pi}{2}\right),
\label{result}
\end{equation}
up to corrections of relative order $\alpha$. The ground state is $n=1$.

\emph{Q:} An energy eigenvalue of a Hermitian Hamiltonian is real. What does the imaginary part mean, and how do I know that its size and the overall sign survived all those factors of $i$?

\emph{A:} The contact potential acts in the space of one electron and one positron, from which probability leaks into two-photon states of the same energy. An amplitude $e^{-iEt}$ with complex $E$ has $|e^{-iEt}|^2=e^{2t\,\mathrm{Im}E}$, so the decay rate is $\Gamma=-2\,\mathrm{Im}\,\Delta E$, and (\ref{result}) predicts $\Gamma=m\alpha^5/2n^3$. The imaginary part came from the pole at $\omega=m$ in (\ref{Lint}), where both photons are real.

The rate can be computed with no loop. For real photons $p^0+q^0=|\mathbf q|=p^0-q^0$ gives $q^0=0$, $|\mathbf q|=m$ and $q^2-m^2=-2m^2$. The tree amplitude has modulus $|A|=e^2|T^{ij}\varepsilon^*_{1i}\varepsilon^*_{2j}|/2m^2$. By (\ref{T}), $T^{ij}$ vanishes when either index lies along $\mathbf q$, so the sum over transverse polarisations equals the full sum $T^{ij*}T^{ij}=64m^4$, and $\sum|A|^2=64m^4e^4/4m^4=16e^4$ in every direction. The phase space of two massless particles is
\begin{equation}
\int\!\frac{d^3k_1\,d^3k_2}{(2\pi)^6\,4\omega_1\omega_2}(2\pi)^4\delta^4(2p-k_1-k_2)=\frac{4\pi}{16\pi^2}\int\!d\omega\,\delta(2m-2\omega)=\frac{1}{8\pi},
\end{equation}
and it is halved for identical photons. For one electron and one positron at rest in a volume $\mathcal V$, the golden rule gives the rate $(4m^2\mathcal V)^{-1}\cdot\frac12\cdot\frac1{8\pi}\sum|A|^2$. The factor $1/\mathcal V$ is the probability density for zero separation, which in the atom is $|\psi_n(0)|^2$:
\begin{equation}
\Gamma=\frac{|\psi_n(0)|^2}{4m^2}\cdot\frac{16e^4}{16\pi}=\frac{4\pi\alpha^2}{m^2}\cdot\frac{m^3\alpha^3}{8\pi n^3}=\frac{m\alpha^5}{2n^3}.
\end{equation}
The two values agree. Stripped of the wave function, the statement is the optical theorem $2\,\mathrm{Im}\,\mathcal M=\frac12\cdot\frac{1}{8\pi}\cdot16e^4=e^4/\pi$, which the program tests with the numerical loop on one side and an angular quadrature over explicit polarisation vectors on the other; the value is $0.318310\,e^4$. The tree rate is positive by construction and involves neither the loop phases nor the Wick counting, so the agreement fixes the sign and size of the prefactor of $L$. The real part shares that prefactor. The comparison does not test $|\psi_n(0)|^2$ or the $1/4m^2$, which appear on both sides.

\emph{Q:} Is there a reason for the real part to be negative?

\emph{A:} The sign results from a competition that (\ref{Lint}) displays. For $\omega<m$ both terms of the bracket are negative. For $\omega>m$ the bracket is positive, since $\omega/(\omega^2-1)>1/\omega>\omega^2/E^3$. As $\Delta E\propto-L$, photon momenta below $m$ raise the level and those above $m$ lower it. The change of sign at $\omega=m$ comes from the factor $1/(1-\omega)$, which is the energy denominator $2m-2\omega$ of a two-photon state; in perturbation theory such a state pushes the level up when it lies below $2m$ and down when it lies above. The other pieces of the bracket, $1/(1+\omega)$ and $\omega^2/E^3$, keep their sign for all $\omega$ and are not explained by this argument. The principal value leaves $2-2\ln2>0$, so the level moves down; the sign of the net value follows from the integral and from no simpler argument given here.

\section{Numbers for positronium}

\emph{Q:} How large is the effect?

\emph{A:} Energies are quoted as frequencies $E/h$. With $mc^2/h=1.235590\times10^{14}$ MHz and $1/\alpha=137.035999$, so that $\alpha^5=2.069315\times10^{-11}$,
\begin{align}
m\alpha^5/h&=1.235590\times10^{14}\times2.069315\times10^{-11}=2556.825\ \text{MHz},\\
\mathrm{Re}\,\Delta E/h&=(2556.825/2\pi)(\ln2-1)=406.931\times(-0.306853)=-124.868\ \text{MHz},\\
\mathrm{Im}\,\Delta E/h&=-2556.825/4=-639.206\ \text{MHz}
\end{align}
for $n=1$. The width is $\Gamma/h=1278.413$ MHz, the rate is $2\pi\times1278.413\times10^6=8.0325\times10^9\ \text{s}^{-1}$, and its inverse is $124.49$ ps. These digits are the arithmetic of the leading-order formula. Its uncomputed corrections are of relative order $\alpha$, for which $2\alpha/\pi\approx0.005$ indicates the scale. Since $|L|$ is about five times its real part, a correction of that size to the complex value can change the shift by a few per cent. The physical content is a shift of about $-125$ MHz ($-0.52\ \mu$eV) and a rate of $8.0\times10^9\ \text{s}^{-1}$, a lifetime of $124$ to $125$ ps, the last digit being moved by the order-$\alpha$ correction. The measured rate is roughly $8\times10^9\ \text{s}^{-1}$. For $n=2$ the shift and the rate are divided by 8 and the lifetime is multiplied by 8: $\Delta E/h\approx(-15.6-80\,i)$ MHz, rate $1.0\times10^9\ \text{s}^{-1}$, lifetime about $1.0$ ns. Assembling the $n=1$ shift from the numerical spinor factor, loop integral and grid wave function gives $(-124.87-639.20\,i)$ MHz, in agreement with (\ref{result}).

The fine and hyperfine structure has the scale $m\alpha^4/h=3.504\times10^5$ MHz, and the real shift at $n=1$ is $-3.56\times10^{-4}$ of it. The ratio $|\mathrm{Re}\,\Delta E|/\Gamma=(1-\ln2)/\pi=0.0977$ is independent of $n$, $m$ and $\alpha$ at this order: the level moves by about a tenth of the width that the same diagrams give it. Since the triplet is untouched and the singlet is lowered, these diagrams add $125$ MHz to $E(1\,^3S_1)-E(1\,^1S_0)$.

\emph{Q:} Is (\ref{result}) then the order-$m\alpha^5$ energy of parapositronium, and where does it stop applying?

\emph{A:} It is one contribution at that order. Self-energy, vertex, vacuum-polarisation and two-photon-exchange diagrams also shift the level at order $m\alpha^5$ and must be added to the real part. The imaginary part, having been matched to the tree rate, is the complete leading two-photon width.

The formula rests on $\psi(0)\neq0$ and on the singlet projection. For $l>0$ it gives zero, and any two-photon effect comes from the momentum dependence of $\mathcal M$ that was dropped, at higher order in $\alpha$. The shift is small against the spacing of $^1S_0$ levels: the spacing is $\frac14m\alpha^2\left[1/n^2-1/(n+1)^2\right]$, which falls as $n^{-3}$ at large $n$, and the ratio $|\Delta E|/\text{spacing}$ runs from $1.4\,\alpha^3$ at $n=1$ to $0.5\,\alpha^3$ at large $n$. This ratio does not measure the second-order effect of the contact potential, whose sum over intermediate states diverges linearly at high momentum. Cut off at $|\mathbf k|\sim m$, where $\mathcal M$ ceases to be constant, that effect has the relative size $|\tilde V|\int d^3k\,(2\pi)^{-3}\,m/\mathbf k^2\sim\alpha^2|L|/\pi^2$, which is of order $\alpha^2$ and so below the error of order $\alpha$ already accepted. A magnetic field mixes the singlet with the $m_s=0$ triplet state, and the complex shift then enters as the singlet diagonal element of a $2\times2$ matrix. In matter $|\psi(0)|^2$ is altered and the positron can annihilate on other electrons, so only the contact strength $-\mathcal M/4m^2=-2\alpha^2L/m^2$ per singlet pair carries over, provided the momenta remain small against $m$.

\section*{Computed results}
\begin{verbatim}
cN = Tt.T/(m^2|q|^2) = 64.000000; |eta^+ xi| = 1.414214 (dimensionless)
L residues+contour = 0.61370564 + 3.14159265 i (dimensionless)
L Feynman parameter = 0.61370564 + 3.14159265 i (dimensionless)
Euclidean bubble difference, p/m=0.6: 1.635357; 2-ln(4p^2) = 1.635357
Euclidean bubble difference, p/m=1.0: 0.613706; 2-ln(4p^2) = 0.613706
Euclidean bubble difference, p/m=2.5: -1.218876; 2-ln(4p^2) = -1.218876
M/alpha^2 = 4.909645 + 25.132741 i (dimensionless)
tree sum|A|^2/e^4 = 16.000000; 2 Im M/e^4 = 0.318310 (dimensionless)
tree rate relative change/(p/m)^2 at p/m=0.01: -1.3332
share of psi(0) from p>m = 0.004646; 2 alpha/pi = 0.004646
ln2-1 = -0.306853; (ln2-1)/(2pi) = -0.048837
1/alpha = 137.035999; alpha^5 = 2.069315e-11; m c^2/h = 1.235590e+14 MHz
a = 2 hbar/(m c alpha) = 105.8354 pm
m alpha^4/h = 350377.1 MHz; m alpha^5/h = 2556.825 MHz
m alpha^5/(2 pi h) = 406.931 MHz
n=1: a^3|psi(0)|^2 grid = 0.318309; 1/(pi n^3) = 0.318310
n=1: Re dE/h = -124.868 MHz (-0.51641 ueV); Im dE/h = -639.206 MHz
n=1: numerical assembly dE/h = -124.87 -639.20 i MHz
n=1: Gamma/h = 1278.413 MHz; rate = 8.03250e+09 1/s; lifetime = 124.49 ps
n=1: tree-level rate = 8.0325e+09 1/s; Re dE/(m alpha^4) = -3.5638e-04
n=2: a^3|psi(0)|^2 grid = 0.039789; 1/(pi n^3) = 0.039789
n=2: Re dE/h = -15.609 MHz (-0.06455 ueV); Im dE/h = -79.901 MHz
n=2: numerical assembly dE/h = -15.61 -79.90 i MHz
n=2: Gamma/h = 159.802 MHz; rate = 1.00406e+09 1/s; lifetime = 995.95 ps
n=2: tree-level rate = 1.0041e+09 1/s; Re dE/(m alpha^4) = -4.4548e-05
|Re dE|/Gamma = 0.09767 (dimensionless)
\end{verbatim}
